The Vacuum-Level Step of an Isolated Asymmetric Oxide Slab

**Question**

An oxide slab lies with its normal along z. It is neutral, periodic in the surface plane, and so wide that its edges may at first be ignored. No external field acts on it. Its two faces differ, and its total normal dipole per unit area is m = 0.01 e/Å, where e > 0 is the elementary charge. "Total" means that all ionic and electronic charge is counted, including the charge that screens. The unit e/Å is e·Å per Å², so the division by area has already been made. Use e/ε₀ = 18.095 V nm.

**(a) Find the difference between the electrostatic potentials outside the two faces, and say on which side the electron's vacuum level is lower.**

*Answer.* Poisson's equation is ∇²φ = −ρ/ε₀. Average it over one surface cell. The terms ∂²φ/∂x² and ∂²φ/∂y² integrate to differences of slopes at opposite cell edges, which vanish by periodicity. With bars for plane averages and E = −dφ̄/dz,

dE/dz = ρ̄(z)/ε₀.

A thin charged sheet of charge σ per area produces a field σ/(2ε₀) pointing away from it on each side. Outside the slab all its sheets lie on the same side, so their fields add up to ±(total charge per area)/(2ε₀). This is zero for a neutral slab, and no external field is added. Hence E = 0 on both sides, and each side has a flat averaged potential. A charged slab would have no such plateaus.

Take z₁ below the slab and z₂ above it, and integrate by parts:

φ̄(z₂) − φ̄(z₁) = −∫ E dz = −[zE] + ∫ z (dE/dz) dz,

with all limits from z₁ to z₂. The bracket vanishes because E(z₁) = E(z₂) = 0. Inserting dE/dz gives

Δφ = (1/ε₀) ∫ z ρ̄(z) dz = m/ε₀.

Moving the origin by b changes m by −b∫ρ̄ dz, which is zero for a neutral slab, so the result does not depend on the origin.

Since 1 Å = 0.1 nm, m = 0.1 e/nm, and

Δφ = 18.095 V nm × 0.1 nm⁻¹ = 1.81 V.

In Hartree atomic units 1/ε₀ = 4π and m = 0.005292, so Δφ = 4πm = 0.0665.

The dipole points from negative to positive charge. For m > 0 the potential is higher on the +z side. An electron at rest in vacuum has energy −eφ, so its vacuum level is 1.81 eV lower on that side. Removing an electron from a given state in the slab therefore costs 1.81 eV less through the +z face.

**(b) The real potential also varies along the surface. How far out must one go to find the plateau? Test the estimate on a square lattice of vertical dipoles with period a = 0.5 nm, each made of charges ±q with q = 0.25 e, separated by t = 0.1 nm.**

*Answer.* Write the lateral variation as a sum of terms φ_G(z) exp(iG·r), with G a nonzero reciprocal vector of the surface lattice. In vacuum ∇²φ = 0 requires

d²φ_G/dz² = G² φ_G,

and the solution that stays finite far away is proportional to exp(−Gz). For a square lattice the smallest G is 2π/a = 12.57 nm⁻¹. At a height of 1 nm its decay factor is 3.5 × 10⁻⁶, so the plateau is reached within a few lateral periods at most.

For the dipole lattice, first take a plane of charges q. Its component is C exp(−G|z|). The slope jumps by −2GC at the plane, and Poisson's equation requires this jump to be −q/(ε₀a²). Thus

C = q/(2ε₀a²G).

With +q at z = t/2 and −q at z = −t/2, the component above both charges is

φ_G(z) = C [exp(−G(z − t/2)) − exp(−G(z + t/2))] = 2C sinh(Gt/2) exp(−Gz).

There are four shortest vectors G. Each has phase factor +1 above a dipole and −1 above the centre of the square between dipoles, so each contributes 2φ_G to the difference between these sites:

δφ = 8φ_G = (8q/(ε₀a²G)) sinh(Gt/2) exp(−Gz).

At z = 0.5 nm the prefactor is 8 × 0.25 × 18.095/(0.25 × 12.57) = 11.52 V, sinh(0.628) = 0.6705 and exp(−2π) = 0.001867. The product is 14.42 mV. A direct Coulomb sum over 502,625 such dipoles, filling a disc of radius 200 nm, gives 14.44 mV. The formula keeps the slowest-decaying terms, so close agreement, not identity, is expected.

**(c) A real slab has edges. Treat it as a disc of radius R with uniform dipole density m, and find the potential difference between the axial points z = ±H. What becomes of the two vacuum levels far away?**

*Answer.* A dipole m dA at distance r from the axis contributes m dA H/[4πε₀(r² + H²)^(3/2)] at height H. With dA = 2πr dr,

φ(H) = (mH/(2ε₀)) ∫₀^R r dr/(r² + H²)^(3/2).

The integral is 1/H − 1/√(R² + H²), so

φ(H) = (m/(2ε₀)) [1 − H/√(R² + H²)].

The potential at −H has the opposite sign. Subtracting,

Δφ(H) = (m/ε₀) [1 − H/√(R² + H²)].

For H ≪ R this is approximately (m/ε₀)(1 − H/R), and the full step is recovered. For H ≫ R, expansion of the square root gives

Δφ ≈ mR²/(2ε₀H²),

which tends to zero. Infinitely far away there is one common vacuum level. The two levels of part (a) are the plateaus near the faces, at heights large compared with the lateral period and small compared with the width.

The lattice of part (b) has the same m, since qt/a² = 0.25 × 0.1/0.25 = 0.1 e/nm. For R = 200 nm the formula gives 1.764 V at H = 5 nm and 1.000 V at H = 100 nm. The direct Coulomb sums agree to the digits shown.

**(d) A calculation repeats the slab along z with period L = 3 nm and forces the potential to be periodic. What does the vacuum region look like? Use the layered model below, whose charge density is held fixed.**

Each layer is a Gaussian in z, with standard deviations 0.04, 0.05, 0.06, 0.07 and 0.09 nm in the order listed, narrow enough that the density vanishes well inside the cell:

- +30 e/nm² centred at 0.10 nm
- +20 e/nm² centred at 0.55 nm
- +10 e/nm² centred at 0.80 nm
- −25 e/nm² centred at 0.12 nm
- −35 e/nm² centred at 0.54 nm

*Answer.* The charges add to zero. A symmetric layer contributes its charge times its centre to the dipole, whatever its width:

m = 3.0 + 11.0 + 8.0 − 3.0 − 18.9 = 0.1 e/nm.

Within one cell the periodic and isolated potentials obey the same Poisson equation with the same density. Their difference has zero second derivative and is therefore linear:

φ_per(z) = φ_iso(z) + Bz + constant.

Between two cell boundaries in vacuum, φ_iso rises by Δφ and Bz by BL. Periodicity requires Δφ + BL = 0, so

B = −Δφ/L = −m/(ε₀L).

In vacuum φ_iso is flat, and the periodic potential has slope −1.8095/3 = −0.603 V/nm. A Fourier solution for this density gives the same slope. There are no plateaus, and a difference read between two arbitrary vacuum points is not the step. Subtracting Bz restores the plateaus. An independent solution for the isolated density gives a step of 1.8095 V.

In a self-consistent calculation the artificial field also polarizes the slab and changes m. The correcting field must then be included while the density is being found, not added afterwards.

**(e) A hafnia film has thickness d = 20 nm and background relative permittivity εᵣ = 30. Uncompensated source charges −s and +s per area sit on its lower and upper faces. Find the s that produces the given m, and the field inside. Then judge the model, taking as rough values a gap of 5.5 eV, a coercive field of 1 MV/cm and a breakdown field of 4 MV/cm.**

*Answer.* Here s is the ferroelectric bound charge left over after trapped charge has compensated part of it. The linear response of the film is described by εᵣ. The field outside is zero, so Gauss's law at the upper face gives 0 − ε₀εᵣE = s, and

E = −s/(ε₀εᵣ), Δφ = −Ed = sd/(ε₀εᵣ).

Comparison with Δφ = m/ε₀ gives

m = sd/εᵣ, s = εᵣm/d = 30 × 0.1/20 = 0.15 e/nm² = 2.4 μC/cm².

The total charge on the upper face, including screening, is s/εᵣ = 0.005 e/nm². The permittivity is thus already contained in m. Using the bare dipole sd = 3 e/nm in its place would give 54.3 V.

The inner field is

E = −Δφ/d = −1.8095 V/(20 nm) = −0.905 MV/cm.

It opposes the dipole and is 0.90 of the assumed coercive field and 0.23 of the assumed breakdown field. Given how rough these values are, part of the film may reverse and form domains. The field gives no reason to expect full reversal while the trapped charge stays in place: for a polarization of 10 to 20 μC/cm², reversing a fraction s/(2P) of the area, 12 to 6 %, already brings the average field to zero. This relieves the local field only if the domain pattern is fine on the scale of d. In domains much wider than d, the unreversed region keeps −0.9 MV/cm and the reversed region carries (2P − s)/(ε₀εᵣ) ≈ 6.6 to 14 MV/cm in the opposite direction, above the assumed breakdown field. For stripes of period 20 nm the thickness-averaged fields are about −0.4 and +1.1 to +1.5 MV/cm, and the potential 5 nm above the face still varies by about 0.2 V. Domains lower m, and the plateau is then reached only at heights beyond the domain period. At fixed m, a 10 nm film would carry twice the field, 1.81 MV/cm, above the assumed coercive field.

In this model the whole of m comes from s, so the bands tilt by the full 1.81 eV across the film. In a real film, atomic-scale dipoles at the two faces also contribute to m and to the step without producing an inner field, so tilt and step need not be equal. The conduction band at the upper face remains 5.5 − 1.81 = 3.69 eV above the valence band at the lower face, so tunnelling between the bands has no path at constant energy. For thermal carriers, assume one subband with the free-electron mass at each face, starting at the band edge, and a Fermi level midway between these band edges. This neglects confinement by the field, which would lower the carrier density further. With N = m_e k_BT/(πħ²) states per area, where m_e is the electron mass,

n ≈ N exp[−(3.69 eV)/(2k_BT)].

At 358 K this is about 10⁻¹³ cm⁻², against 1.5 × 10¹³ cm⁻² source charges. Carriers from defects are not covered by this estimate.

Ferroelectric hafnia films in memory capacitors are often about 10 nm thick, with remanent polarizations of very roughly 10 to 20 μC/cm². The model film is therefore thick, and its source charge is a small remainder of such a polarization. Charge from adsorbates or defects can change the step of a bare film: compensating a further 10 % of s lowers the step to 1.63 V. With s held fixed, a permittivity of 25 raises it to 2.17 V. The smooth sheet is itself an idealization, since s is one elementary charge per 6.7 nm². If these charges are placed independently at random on the two faces, the local step read 5 nm outside the faces scatters by about 0.08 V rms. Finite width matters far less: at fixed m, a radius of 10 μm and H = 15 nm give a loss of 2.7 mV. A working capacitor breaks the assumption of isolation, because its electrodes exchange charge through the circuit. If they are shorted and have identical outer surfaces, their common Fermi level and equal work functions make the outer vacuum levels equal, and the step falls from 1.81 V to zero. The relation Δφ = m/ε₀ then still holds for the dipole of the whole stack, electrodes included, and that dipole is zero.

The computed values are collected in the numerical output below.

Calculated quantities

```
given dipole per area: 0.01 e/angstrom = 0.10 e/nm
e/eps0: 18.0951 V nm
potential step m/eps0: 1.8095 V
Hartree units: m = 0.005292, 4 pi m = 0.066498
LAYERED SLAB
  layer +30 e/nm^2, centre 0.10 nm, width 0.04 nm
  layer +20 e/nm^2, centre 0.55 nm, width 0.05 nm
  layer +10 e/nm^2, centre 0.80 nm, width 0.06 nm
  layer -25 e/nm^2, centre 0.12 nm, width 0.07 nm
  layer -35 e/nm^2, centre 0.54 nm, width 0.09 nm
dipole from layer centres: 0.1000 e/nm
step from boundary-value solution: 1.8095 V
periodic cell length: 3.0 nm
vacuum slope in periodic cell: -0.6032 V/nm
minus slope times cell length: 1.8095 V
DISC OF POINT DIPOLES
radius 200 nm, period 0.5 nm, separation 0.1 nm
charge of each pole: 0.25 e; dipoles: 502625
at +-5 nm: sum 1.7643 V, formula 1.7643 V
at +-100 nm: sum 1.0003 V, formula 1.0003 V
ripple at 0.5 nm: sum 14.44 mV, formula 14.42 mV
HAFNIA FILM (rough typical parameters)
thickness 20 nm, permittivity 30, gap 5.5 eV
coercive 1 MV/cm, breakdown 4 MV/cm
source charge: 0.150 e/nm^2 = 2.403 uC/cm2
area per source charge: 6.67 nm^2
total (screened) face charge: 0.0050 e/nm^2
step from dielectric solution: 1.8095 V
inner field: -0.905 MV/cm (minus: against dipole)
bare dipole s*d: 3.00 e/nm, would give 54.3 V
NEGLECTED EFFECTS
inner field / coercive field: 0.90
inner field / breakdown field: 0.23
gap minus band tilt: 3.69 eV
thermal carriers at 358 K: 1.4e-13 cm^-2
source charges for comparison: 1.5e+13 cm^-2
film radius 10 um, probe 15 nm from midplane: loss 2.71 mV
ripple decay factor exp(-G h) at h = 1 nm: 3.5e-06
step if permittivity is 25, same source: 2.171 V
step if 10 % more source is compensated: 1.629 V
```
